# Free-Electron Quantum-Oscillation Frequency of Copper and the Measured Belly Orbit

## Problem

Copper, the usual conductor of chip interconnects, is a face-centred cubic metal with four atoms per cube of edge $a\approx0.361$ nm. Treat its conduction electrons as free, one per atom, with the 3d shells full and inert.

In a magnetic field $B$ the magnetization and resistance of a pure, cold metal oscillate periodically in $1/B$. The frequency $F$ of this oscillation, defined by a signal $\propto\cos(2\pi F/B+\text{const})$, has the unit of a field.

1. Find $F$ for the free-electron model.
2. With $B$ along [111], the orbit round the central section of copper's Fermi surface, called the belly, has a measured frequency of roughly 58 kT. How far off is the model?
3. Does the difference mean that electrons are missing? Is it explained by the necks through which copper's Fermi surface touches the zone boundary?
4. Could the oscillation be seen in a warm interconnect line?

Throughout, $e>0$, and each orbital state holds two spins.

## First estimate by scaling

A field enters the orbital motion of an electron through magnetic flux, whose quantum unit is $h/e\approx4136$ T nm². The electron gas at zero temperature offers one length, the spacing $n^{-1/3}$, where $n$ is the density. The one field that can be built from these is

$$F_{\rm est}=\frac{h}{e}\,n^{2/3}.$$

The mass cannot enter: a frequency in $1/B$ needs no energy or time unit. With $n=4/a^3=85.02$ nm⁻³, $n^{2/3}\approx19.3$ nm⁻² and $F_{\rm est}\approx80$ kT. Scaling leaves a pure number undetermined, so this fixes the order of magnitude but cannot be set against a measured value that differs by a few per cent.

## Exact solution for free electrons

**Fermi radius.** In a periodic box of volume $V$, the allowed wavevectors have density $V/(2\pi)^3$. Filling a sphere of radius $k_F$ with two spins per wavevector gives

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}k_F^3=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}=\frac{(12\pi^2)^{1/3}}{a}.$$

Hence $k_F=13.604$ nm⁻¹.

**Levels in the field.** Let $\mathbf B$ point along $z$, with vector potential $\mathbf A$. The kinetic momentum is $\boldsymbol\pi=\mathbf p+e\mathbf A$, and

$$[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB.$$

Define $P=\pi_x$ and $Q=\pi_y/(eB)$. Then $[Q,P]=i\hbar$, and the transverse energy is that of a harmonic oscillator:

$$\frac{\pi_x^2+\pi_y^2}{2m}=\frac{P^2}{2m}+\frac12m\omega_c^2Q^2,\qquad \omega_c=\frac{eB}{m}.$$

The transverse levels are $\hbar\omega_c(j+\tfrac12)$, $j=0,1,2,\dots$ A level corresponds to a circle in $k$-space with $\hbar^2k_\perp^2/2m=\hbar\omega_c(j+\tfrac12)$, whose area is

$$\mathcal A_j=\pi k_\perp^2=\frac{2\pi eB}{\hbar}\left(j+\tfrac12\right).\tag{1}$$

The mass has cancelled. For a band that is not parabolic, the quantum condition $\oint P\,dQ=2\pi\hbar(j+\frac12)$ gives the same rule to leading order in $B$, because $\oint P\,dQ=\hbar^2\mathcal A/(eB)$. As a test on non-circular orbits, a square lattice with 1/200 of a flux quantum per cell was diagonalized. For six levels between $j=0$ and $j=30$, the orbit area in units of $2\pi eB/\hbar$ differed from $j+\frac12$ by at most 0.0012.

**From levels to a frequency.** Hold the Fermi energy fixed. At a given $k_z$ the Fermi sphere has the section $\mathcal A(k_z)=\pi(k_F^2-k_z^2)$. By (1), the occupied levels are those with $j+\frac12<X$, where $X(k_z)=\hbar\mathcal A(k_z)/(2\pi eB)$. Poisson's summation formula counts them:

$$N(X)=\sum_{s=-\infty}^{\infty}(-1)^s\int_0^Xe^{2\pi isx}dx
=X+\sum_{s=1}^{\infty}\frac{(-1)^s}{\pi s}\sin(2\pi sX).$$

The factor $(-1)^s$ comes from the offset $\frac12$. The $s=0$ term is $X$, and the terms $\pm s$ combine into the sine. The first term is smooth; the $s=1$ term is the fundamental oscillation. Its phase is

$$2\pi X(k_z)=\frac{\pi\hbar k_F^2}{eB}-\frac{\pi\hbar k_z^2}{eB}.$$

Summing over $k_z$ cancels contributions whose phase varies quickly. What survives comes from the neighbourhood of $k_z=0$, where the phase is stationary, that is, where the section is extremal. Equating the remaining phase to $2\pi F/B$ gives

$$F=\frac{\hbar\mathcal A_{\rm ext}}{2\pi e}=\frac{\hbar k_F^2}{2e}=\frac{\hbar}{2e}\frac{(12\pi^2)^{2/3}}{a^2}.\tag{2}$$

The first form holds for any closed extremal orbit in the semiclassical regime; the others are for the sphere.

**Numbers.** The central section is $\mathcal A=\pi(13.604)^2=581.4$ nm⁻². With $\hbar/e=658.2$ T nm²,

$$F=\frac{658.2\times581.4}{2\pi}\ \text{T}=60.9\ \text{kT},$$

for every field direction. An independent test starts from the levels alone. At fixed Fermi energy $E_F=7.051$ eV, the density is the sum over occupied levels

$$n(B)=\frac{eB}{\pi\hbar}\sum_j\frac1\pi\sqrt{\frac{2m}{\hbar^2}\left[E_F-\hbar\omega_c(j+\tfrac12)\right]}.$$

Here $eB/\pi\hbar$ is the number of states per area with both spins, and the rest is the length $2k_z$ of the filled interval divided by $2\pi$. Evaluated between 500 and 1000 T, where few enough levels are filled to sum directly, its spectrum in $1/B$ peaks at 60.90 kT.

At $B=10$ T, the ratio $F/B\approx6090$ is roughly the index of the level at the Fermi energy. This large number is what justifies the semiclassical treatment. One oscillation spans $\Delta(1/B)=1/F$, and since $|\Delta(1/B)|\approx\Delta B/B^2$, the field step is $\Delta B\approx B^2/F=1.64$ mT.

## Comparison of the estimate and the solution

Writing (2) with $\hbar=h/2\pi$ and $k_F^2=(3\pi^2n)^{2/3}$ gives

$$F=\frac{(3\pi^2)^{2/3}}{4\pi}\,\frac he\,n^{2/3}\approx0.76\,F_{\rm est}.$$

Scaling found the dependence on density and the absence of the mass. The factor 0.76 is geometry: it relates the central circle of a sphere to the sphere's volume. For a Fermi surface of another shape but the same volume this factor can change, while the scaling with density at fixed shape remains. The measured difference must therefore be sought in shape before it is blamed on density.

## The measured belly

The ratio of measured to free frequency is $58/60.9=0.952$, so the measured value lies 4.8 % below the free-electron value. Since 58 kT is a two-figure input, values from 57.5 to 58.5 kT are equally admissible, and the deficit lies between 5.6 % and 3.9 %. By (2) the same ratio applies to areas. The root-mean-square belly radius is then $\sqrt{0.952}\,k_F=0.976\,k_F$.

**Missing electrons?** If the surface were a sphere, $n\propto F^{3/2}$, and the measured frequency would imply $0.952^{3/2}=0.93$ electrons per atom. The inference fails because the electron count fixes the enclosed volume, and one section does not determine a volume unless the shape is known.

The sphere is certainly the wrong shape. The nearest points of the zone boundary are the points L, at $(\pi/a)(1,1,1)$ and equivalents, a distance $\sqrt3\pi/a=15.07$ nm⁻¹ from the centre. The ratio

$$\frac{k_F}{\Gamma L}=\frac{(12\pi^2)^{1/3}}{\sqrt3\,\pi}=0.9025$$

does not depend on $a$. The free sphere stops short of the boundary and has one extremal section for each field direction. Copper with $B$ along [111] shows a second, much lower frequency, roughly 2 kT, from the orbit round a neck. This is a qualitative failure of the model, more telling than the 5 % error in the belly.

**Shape at fixed volume.** Describe a surface near the sphere by its radius in the direction $\hat n$, $k(\hat n)=k_F[1+\delta(\hat n)]$. Its volume is

$$\frac13\int k^3d\Omega=\frac{4\pi}{3}k_F^3\left\langle(1+\delta)^3\right\rangle,$$

where the brackets average over the sphere. Fixed volume requires $\langle\delta\rangle=0$ to first order. The belly is the central section normal to [111]. Its area is $\frac12\int k^2d\varphi=\pi k_F^2\,\overline{(1+\delta)^2}$, where the bar averages round that circle, so

$$\frac{\delta\mathcal A}{\mathcal A}=2\bar\delta .$$

Now let $\delta=c\,K_l(\hat n)$, with $K_l$ a spherical harmonic of degree $l$ that has cubic symmetry, scaled to 1 along [111]. Average $K_l$ over rotations about [111]. The result is still of degree $l$ and depends only on the angle $\theta$ from [111], so it is $CP_l(\cos\theta)$. At $\theta=0$ the rotation changes nothing and $P_l(1)=1$; hence $C=1$. At $\theta=90^\circ$ the average is the one round the belly:

$$\bar K_l=P_l(0),\qquad \frac{\delta\mathcal A}{\mathcal A}=2c\,P_l(0).\tag{3}$$

The two lowest cubic forms beyond the sphere are

$$K_4\propto x^4+y^4+z^4-\tfrac35,\qquad
K_6\propto x^2y^2z^2+\tfrac1{22}\left(x^4+y^4+z^4-\tfrac35\right)-\tfrac1{105},$$

with $(x,y,z)=\hat n$. Since $P_4(0)=\frac38$ and $P_6(0)=-\frac5{16}$, equation (3) gives

$$\frac{\delta\mathcal A}{\mathcal A}=+\frac34c\quad(l=4),\qquad \frac{\delta\mathcal A}{\mathcal A}=-\frac58c\quad(l=6).$$

For $c>0$ both surfaces bulge toward ⟨111⟩, yet one belly grows and the other shrinks. The difference lies in where the volume is taken from. Relative to its value along [111], $K_4$ is $-\frac32$ along [100] and $+\frac38$ along [110]: the hollows lie at ⟨100⟩, off the belly plane. $K_6$ is $+\frac9{16}$ along [100] and $-\frac{117}{128}$ along [110]: the hollows lie at ⟨110⟩, and the belly passes through six of these directions.

**Size of the distortion.** A pure $l=6$ form needs $c\approx\frac85\times0.0477\approx0.076$ to first order. With the volume held exactly, the value is 0.0754, and the radii in units of $k_F$ are 1.074 along [111], 1.041 along [100] and 0.930 along [110]. The same amplitude in $l=4$ form gives a belly of 64.1 kT, above the free value. Radial changes of several per cent thus suffice to account for the measured belly.

One frequency cannot determine two amplitudes, so this is an illustration and not a reconstruction of copper's surface. The $l=6$ surface is also closed: 1.074 is less than $1/0.9025\approx1.108$, the distance to L in units of $k_F$. It has no necks. It does share the qualitative pattern of copper's real surface, which is hollowed toward ⟨110⟩ and bulges toward both ⟨100⟩ and ⟨111⟩.

**Do necks by themselves lower the belly?** A surface with necks answers this. Take an s band with nearest-neighbour hopping on the fcc lattice. Its energy falls as

$$S=\cos\tfrac{ak_x}2\cos\tfrac{ak_y}2+\cos\tfrac{ak_y}2\cos\tfrac{ak_z}2+\cos\tfrac{ak_z}2\cos\tfrac{ak_x}2$$

rises, and the hopping strength sets the energy scale without affecting the Fermi surface at given filling. One electron per atom fills half the band, which means the states with $S>-0.229$. At L every cosine vanishes and $S=0$, so L is occupied and the necks are open. Nothing has been fitted.

The neck frequency of this surface is 5.0 kT, well above copper's, so its necks are too wide. Its central section normal to [111] gives 61.1 kT, equal to the free-electron value within 1 %. This section is extremal by symmetry, though in this band it is a local minimum: the neighbouring closed sections are slightly larger. At the same volume, a surface with wide necks has almost the same central section as the sphere. The statement that necks take their volume from the belly is therefore not a sufficient explanation of the measured deficit; what counts is the shape of the whole surface at fixed volume. Equation (3) shows this for small distortions of a closed surface; it does not describe open necks.

## Could a warm interconnect show the oscillation?

**Temperature.** The phase of the fundamental depends on energy $\varepsilon$ through $\phi=\hbar\mathcal A(\varepsilon)/(eB)$. With the cyclotron mass $m^*=(\hbar^2/2\pi)\,d\mathcal A/d\varepsilon$, its slope is $\phi'=2\pi m^*/(\hbar eB)$. A temperature $T$ averages the oscillation over the derivative of the Fermi function. With $z=(\varepsilon-E_F)/k_BT$ and $\lambda=k_BT\phi'$, the amplitude is multiplied by

$$R_T=\int_{-\infty}^{\infty}\frac{e^{i\lambda z}}{4\cosh^2(z/2)}dz .$$

The integrand has double poles at $z_p=i\pi(2p+1)$, near which $4\cosh^2(z/2)\approx-(z-z_p)^2$. Each pole in the upper half-plane has residue $-i\lambda e^{i\lambda z_p}$, so

$$R_T=2\pi\lambda\sum_{p=0}^\infty e^{-\pi\lambda(2p+1)}=\frac{X_T}{\sinh X_T},\qquad X_T=\pi\lambda=\frac{2\pi^2k_BTm^*}{\hbar eB}.$$

With a rough belly mass of 1.4 electron masses and $B=10$ T, $X_T=2.06$ and $R_T=0.53$ at 1 K. At 300 K, $R_T\sim10^{-265}$.

**Scattering.** A lifetime $\tau$ broadens each level into a Lorentzian of half-width $\hbar/2\tau$. Averaging $e^{i\phi'\varepsilon}$ over it picks up the single pole at $\varepsilon=i\hbar/2\tau$ and gives $\exp(-\phi'\hbar/2\tau)=\exp(-\pi m^*/eB\tau)$. Let $\tau=\ell/v$, with mean free path $\ell$ and $v\approx\hbar k_F/m^*$. The mass cancels:

$$R_D=e^{-\pi r_c/\ell},\qquad r_c=\frac{\hbar k_F}{eB}=895\ \text{nm at 10 T}.$$

For $\ell=40$ nm, $R_D\sim10^{-31}$. A factor of 0.1 requires $\ell=\pi r_c/\ln10\approx1.2$ µm.

**The real case.** A mean free path near 40 nm is a rough room-temperature value for bulk copper. It is set mainly by phonons, whose damping of the magnetization signal is already contained in $R_T$ through the phonon-enhanced mass, so for this path $R_D$ indicates a size and is not an extra factor to multiply with $R_T$. The factor $R_D$ proper belongs to static scatterers such as impurities, surfaces and grain boundaries, which shorten the path in narrow lines. Such a line is also far narrower than the orbit diameter of about 1.8 µm at 10 T, so an orbit lying across it could not close. The frequency belongs to cold, pure, bulk crystals.

Cooling also changes the prediction, because $F\propto a^{-2}$. A contraction of roughly 0.3 % applied to $a=0.361$ nm raises the free-electron value to 61.3 kT and the deficit to 5.3 %. This is an upper estimate, since 0.361 nm already lies between the room-temperature edge, about 0.3615 nm, and the cold edge, about 0.3603 nm; the latter gives 61.1 kT and 5.1 %. Either shift is smaller than the rounding interval of the measured value. Tunnelling between orbits across the zone-face gap is negligible: for a rough gap $E_g=5$ eV, its characteristic field $B_0\sim mE_g^2/(\hbar eE_F)$ is a few tens of kT, thousands of times the field used. The assumption that moves the belly frequency by about 5 % is the spherical shape.

The computed values are collected in the numerical output below.

## Computed results

```
cubic edge a (rough input): 0.361 nm
electron density n: 85.02 nm^-3
Fermi wavenumber kF: 13.604 nm^-1
Fermi energy EF: 7.051 eV
central section area: 581.4 nm^-2
free-electron frequency F: 60.90 kT
F from explicit Landau levels: 60.90 kT
box count / expected electrons: 0.9993
largest error in lattice orbit quanta: 1.2e-03
measured [111] belly (rough input): 58 kT
measured / free: 0.9523
deficit: 4.8 %
deficit if measured is 58.5 kT: 3.9 %
deficit if measured is 57.5 kT: 5.6 %
rms belly radius / kF: 0.9759
electrons per atom if misread as density: 0.929
distance to L: 15.073 nm^-1
kF / distance to L: 0.9025
P4(0): 0.3750
P6(0): -0.3125
l=6 amplitude that gives the measured belly: 0.0754
l=6 shape, radius / kF along [111]: 1.074
l=6 shape, radius / kF along [100]: 1.041
l=6 shape, radius / kF along [110]: 0.930
belly for same amplitude in l=4 form: 64.09 kT
s band, band sum at half filling: -0.229
s band, belly frequency: 61.1 kT
s band, neck frequency: 5.0 kT
field B (input): 10 T
period in 1/B: 16.42 1e-6/T
field step per oscillation: 1.64 mT
F/B, approximate Landau index: 6090
belly mass / electron mass (rough input): 1.4
thermal X at 1 K: 2.057
thermal factor at 1 K: 0.535
log10 of thermal factor at 300 K: -265
cyclotron radius: 895 nm
mean free path (rough input): 40 nm
log10 of scattering factor: -30.5
mean free path for scattering factor 0.1: 1222 nm
thermal contraction (rough input): 0.3 %
free-electron F after contraction: 61.27 kT
deficit after contraction: 5.3 %
zone-face gap (rough input): 5 eV
breakdown field, order of magnitude: 31 kT
```
